\section*{Two-point probability and porosity of a Gaussian field cut at zero}

\section{A film full of nanometre pores}

A porous low-permittivity film between two metal lines is a solid skeleton threaded by pores a few nanometres wide. Its porosity says how much of it is empty, but not how likely a point at a given distance from a pore point is to be solid, or how much the porosity varies from one small region to the next. Both questions concern pairs of points. The quantity needed is the probability $S_2(\mathbf r)$ that both ends of a vector $\mathbf r$, dropped at random into the film, lie in pore.

A simple model builds the structure from a smooth random function. Let $Y(\mathbf x)$ be a real random field whose statistics do not change under translation, with mean 0, variance 1 and correlation
\begin{equation}
g(\mathbf r)=\langle Y(\mathbf x)\,Y(\mathbf x+\mathbf r)\rangle ,\qquad -1\le g\le 1 .
\end{equation}
Angle brackets denote an average over realizations. The point $\mathbf x$ is called pore if $Y(\mathbf x)>0$ and solid otherwise. The values of $Y$ at any two points are assumed to be jointly Gaussian.

\section{One point, then two points in easy cases}

At one point the density is $p(y)=e^{-y^2/2}/\sqrt{2\pi}$. It is even, and the single value $y=0$ has probability zero, so the mean porosity is
\begin{equation}
\phi=P(Y>0)=\tfrac12 .
\end{equation}

Write $Y_1$ and $Y_2$ for the values at the two ends of $\mathbf r$. Three cases need no calculation.

\begin{itemize}
\item $g=1$: $\langle (Y_1-Y_2)^2\rangle=2-2g=0$, so $Y_2=Y_1$ and $S_2=\tfrac12$.
\item $g=0$: jointly Gaussian variables without correlation are independent, so $S_2=\tfrac12\cdot\tfrac12=\tfrac14$.
\item $g=-1$: $\langle (Y_1+Y_2)^2\rangle=2+2g=0$, so $Y_2=-Y_1$ and $S_2=0$.
\end{itemize}

A straight line, $(1+g)/4$, passes through all three values, so these cases alone do not settle the law.

\section{Two points with any correlation}

For $|g|<1$ define
\begin{equation}
U=Y_1,\qquad V=\frac{Y_2-gY_1}{\sqrt{1-g^2}} .
\end{equation}
Both have mean zero. Their second moments are
\begin{align}
\langle UV\rangle&=\frac{\langle Y_1Y_2\rangle-g\langle Y_1^2\rangle}{\sqrt{1-g^2}}=\frac{g-g}{\sqrt{1-g^2}}=0,\\
\langle V^2\rangle&=\frac{1-2g\cdot g+g^2}{1-g^2}=1 .
\end{align}
Since $U$ and $V$ are linear combinations of a jointly Gaussian pair, they are jointly Gaussian; being uncorrelated, they are independent. Their joint density is
\begin{equation}
\frac{1}{2\pi}\,e^{-(u^2+v^2)/2},
\end{equation}
which depends on the distance from the origin but not on direction. In polar form, $U=R\cos\theta$ and $V=R\sin\theta$, the angle $\theta$ is therefore uniform over a full turn.

Now set $g=\cos\alpha$ with $0<\alpha<\pi$, so that $\sqrt{1-g^2}=\sin\alpha$. Then
\begin{align}
Y_1&=R\cos\theta,\\
Y_2&=gU+\sqrt{1-g^2}\,V=R(\cos\alpha\cos\theta+\sin\alpha\sin\theta)=R\cos(\theta-\alpha).
\end{align}
The radius does not affect the signs. The first value is positive for $-\pi/2<\theta<\pi/2$, the second for $\alpha-\pi/2<\theta<\alpha+\pi/2$. The intervals overlap in $\alpha-\pi/2<\theta<\pi/2$, a wedge of angle $\pi-\alpha$. There is no second overlap after a full turn, because $\alpha+\pi/2<3\pi/2$. Dividing by $2\pi$ and using $\arccos g=\pi/2-\arcsin g$,
\begin{equation}
S_2=\frac{\pi-\arccos g}{2\pi}=\frac14+\frac{\arcsin g(\mathbf r)}{2\pi}.
\label{eq:s2}
\end{equation}
The arcsine lies between $-\pi/2$ and $\pi/2$. At $g=1,0,-1$ the formula returns $\tfrac12,\tfrac14,0$, so it also covers the two end cases excluded from the derivation. For weak correlation it becomes $S_2-\tfrac14\simeq g/(2\pi)$.

The relation can be inverted. From $\arcsin g=2\pi S_2-\pi/2$ follows
\begin{equation}
g=\sin\!\left(2\pi S_2-\tfrac{\pi}{2}\right)=-\cos(2\pi S_2).
\end{equation}
If a measured $S_2$ at half porosity is to come from this model, the $g$ so obtained must be a possible correlation function, which means that its Fourier transform is nowhere negative.

\subsection{Where the Gaussian assumption enters}

A Gaussian distribution at each point separately is not enough. Take $Y_2=sY_1$, where the sign $s$ is independent of $Y_1$ and equals $+1$ with probability $q$. Each variable alone is a standard Gaussian, and $g=q-(1-q)=2q-1$. Both are positive if $Y_1>0$ and $s=+1$, so
\begin{equation}
P(Y_1>0,Y_2>0)=\frac q2=\frac{1+g}{4}.
\end{equation}
This is the straight line found above. For $q=0.75$ the correlation is $g=0.5$ and the probability is 0.375, whereas equation \eqref{eq:s2} would give 0.333. The pair is not jointly Gaussian: $Y_1+Y_2$ vanishes with probability $1-q$, which no Gaussian variable of nonzero variance can do.

\section{Numbers for a smooth field}

Take the isotropic correlation
\begin{equation}
g(r)=e^{-r^2/(2\ell^2)},\qquad \ell=0.8\ \mathrm{nm}.
\end{equation}
At $r=1.2$ nm the exponent is $1.44/1.28=1.125$. Hence $g=0.3247$ and $S_2=0.25+0.0526=0.3026$.

For comparison, 400 periodic cells of side 9.6 nm were simulated on a grid of step 0.3 nm. Each field was made from independent Gaussian noise by multiplying its Fourier components by the square root of the spectrum of $g$. Counting pore pairs along the three axes gave the last column, with a standard error of 0.0019 in each row.

\begin{center}
\begin{tabular}{cccc}
$r$ (nm) & $g$ & $S_2$, formula & $S_2$, simulated\\
0.3 & 0.9321 & 0.4410 & 0.4418\\
0.6 & 0.7548 & 0.3861 & 0.3869\\
1.2 & 0.3247 & 0.3026 & 0.3032\\
2.4 & 0.0111 & 0.2518 & 0.2525
\end{tabular}
\end{center}

The simulated porosity was $0.5009\pm0.0019$. All differences are smaller than one standard error. They share a sign, but the same 400 fields serve every row, so the rows are not independent pieces of evidence.

\section{Short distances: pore width and surface}

By the symmetry $Y\to-Y$, two points are both solid with the same probability $S_2$ as they are both pore. They lie in different phases with probability
\begin{equation}
1-2S_2=\frac12-\frac{\arcsin g}{\pi}=\frac{\arccos g}{\pi}=\frac{\alpha}{\pi}.
\label{eq:diff}
\end{equation}
For a smooth field, $g=1-r^2/(2\ell^2)+\dots$, while $\cos\alpha=1-\alpha^2/2+\dots$. Comparing the two gives $\alpha\simeq r/\ell$.

Mark a straight line at equal steps $r$. The mean number of sign changes between neighbouring marks, per unit length, is $\alpha/(\pi r)$. Halving the step repeatedly can add sign changes but never remove any, and for a smooth field with separate crossings the count reaches the true number. The mean number of pore--solid crossings per length is thus
\begin{equation}
n=\lim_{r\to0}\frac{\alpha}{\pi r}=\frac{1}{\pi\ell}=0.398\ \mathrm{nm^{-1}} .
\end{equation}
Forty simulated lines, each of $2^{17}$ points spaced by $0.02\,\ell$, gave $0.3980\pm0.0013\ \mathrm{nm^{-1}}$.

Crossings alternate between entering and leaving a pore, so a long line has $n/2$ pore segments per length, and these fill half of it. The mean pore chord is
\begin{equation}
\frac{1/2}{n/2}=\pi\ell=2.51\ \mathrm{nm}.
\end{equation}
The length $\ell$ in the correlation is therefore about a third of the mean chord.

To obtain the surface per volume $s$, fill the material with parallel lines. A surface patch $dA$ whose normal makes an angle $\vartheta$ with them is hit by the lines passing through its projected area $|\cos\vartheta|\,dA$. In an isotropic medium the mean of $|\cos\vartheta|$ is $\int_0^1\mu\,d\mu=\tfrac12$, so $n=s/2$ and
\begin{equation}
s=\frac{2}{\pi\ell}=0.796\ \mathrm{nm^{-1}} .
\end{equation}

A second route starts from the thin layer $|Y|<\varepsilon$ around the surface. Its local thickness is $2\varepsilon/|\nabla Y|$. Weighting its volume by $|\nabla Y|/(2\varepsilon)$ therefore gives the area. If the whole field is Gaussian, $Y$ and its gradient are jointly Gaussian. They are uncorrelated at one point because $\nabla g(0)=0$, hence independent, and $s=p(0)\langle|\nabla Y|\rangle$. Each gradient component has variance $-g''(0)=1/\ell^2$. With $v=\ell|\nabla Y|$,
\begin{equation}
\langle|\nabla Y|\rangle=\frac1\ell\,\frac{4\pi}{(2\pi)^{3/2}}\int_0^\infty v^3e^{-v^2/2}\,dv
=\frac{8\pi}{(2\pi)^{3/2}\ell}=\frac1\ell\sqrt{\frac8\pi},
\end{equation}
since the integral equals 2. Multiplication by $p(0)=1/\sqrt{2\pi}$ gives $2/(\pi\ell)$ again.

\subsection{A rough field has no finite surface}

If instead $g=e^{-r/\ell}$, then $1-g\simeq r/\ell$ and $\alpha\simeq\sqrt{2r/\ell}$. Equation \eqref{eq:s2} still holds, but the crossings seen with step $r$ number
\begin{equation}
\frac{\alpha}{\pi r}\simeq\frac1\pi\sqrt{\frac{2}{\ell r}}
\end{equation}
per length, which grows without limit as $r\to0$. Reducing the step fourfold should double the count. One simulated line of 4000 nm gave 5.49 crossings per nm at a step of 0.008 nm and 11.03 at 0.002 nm, a ratio of 2.008. The formula gives 5.63 and 11.25 per nm. Both counts are about 2 percent lower, which is compatible with chance, since single lines of this length scatter by 1 to 2 percent. A pore chord or surface area can be assigned to such a model only together with a smallest length.

\section{A finite piece of film}

The value $\phi=\tfrac12$ is an average over realizations. If $g=1$ everywhere, each realization is wholly pore or wholly solid, however large it is. If correlations die out with distance, a single sample that is large enough does represent the average.

For a cube of side $W$ let $\phi_W$ be its own porosity. Its variance is the average of $S_2-\tfrac14$ over all pairs of points in the cube. Pairs separated by $\mathbf r$ have their first point in a box of volume $\prod_i(W-|r_i|)$, so
\begin{equation}
\sigma_W^2=\frac1{W^3}\int_{[-W,W]^3}\prod_{i=1}^3\left(1-\frac{|r_i|}{W}\right)\frac{\arcsin g(\mathbf r)}{2\pi}\,d^3r .
\end{equation}
For the Gaussian $g$ use
\begin{equation}
\arcsin g=\sum_{j=0}^\infty c_j\,g^{2j+1},\qquad c_j=\frac{1}{4^j(2j+1)}\binom{2j}{j}.
\end{equation}
Each power of $g$ is a product of three one-dimensional Gaussians. With $a_j=\ell/\sqrt{2j+1}$,
\begin{align}
\sigma_W^2&=\frac{1}{2\pi W^3}\sum_{j=0}^\infty c_jJ_j^3,\\
J_j&=2\int_0^W\left(1-\frac uW\right)e^{-u^2/(2a_j^2)}\,du\nonumber\\
&=\sqrt{2\pi}\,a_j\,\mathrm{erf}\!\left(\frac{W}{\sqrt2\,a_j}\right)-\frac{2a_j^2}{W}\left(1-e^{-W^2/(2a_j^2)}\right).
\end{align}
For $W\gg\ell$, $J_j\to\sqrt{2\pi}\,a_j$, and $\sigma_W$ falls as $W^{-3/2}$. This is the law for many independent regions. In the opposite limit $W\to0$, $g\to1$ throughout the cube and $\sigma_W\to\tfrac12$, as it must for a cube that is all pore or all solid.

For $W=4.8$ nm the series gives $\sigma_W=0.089$. The eight such blocks in each of the 400 simulated cells gave 0.087, about 3 percent below the formula. The gap is about two standard errors of the simulated value, so it can be sampling scatter. For $W=20$ nm, roughly a spacing between lines, the series gives 0.0123: the porosity of such a cube is typically within one or two hundredths of one half.

\section{What half porosity says about permittivity}

Let the relative permittivity $k$ be 1 in pores and 2.9 in the skeleton. Consider a large periodic sample, isotropic on average, under a mean field $\mathbf E_0$. The true field $\mathbf E$ is $\mathbf E_0$ plus a periodic gradient of zero mean, and $\mathbf D=k\mathbf E$ (in units of the vacuum permittivity) has no divergence. Overbars denote volume averages. The effective permittivity $k_{\rm e}$ is defined by $\overline{\mathbf D}=k_{\rm e}\mathbf E_0$.

Integration by parts shows that a periodic gradient and a periodic divergence-free field have an average product of zero if one of them has zero mean. Hence $\overline{kE^2}=\overline{\mathbf D\cdot\mathbf E}=k_{\rm e}E_0^2$. Adding any periodic gradient $\boldsymbol\delta$ of zero mean to $\mathbf E$ changes the average to
\begin{equation}
\overline{k|\mathbf E+\boldsymbol\delta|^2}=k_{\rm e}E_0^2+2\,\overline{\mathbf D\cdot\boldsymbol\delta}+\overline{k\delta^2}\ge k_{\rm e}E_0^2,
\end{equation}
because the middle term vanishes. Choosing $\boldsymbol\delta$ so that the trial field is uniform gives $k_{\rm e}\le\overline k$.

Similarly, add to $\mathbf D$ a divergence-free field $\boldsymbol\eta$ of zero mean. With $\mathbf D_0=\overline{\mathbf D}$,
\begin{equation}
\overline{|\mathbf D+\boldsymbol\eta|^2/k}=\frac{D_0^2}{k_{\rm e}}+2\,\overline{\mathbf E\cdot\boldsymbol\eta}+\overline{\eta^2/k}\ge\frac{D_0^2}{k_{\rm e}} .
\end{equation}
A uniform trial $\mathbf D_0$ gives $1/k_{\rm e}\le\overline{1/k}$. At half porosity,
\begin{equation}
\frac{2(1)(2.9)}{1+2.9}=1.487\ \le k_{\rm e}\le\ \frac{1+2.9}{2}=1.950 .
\end{equation}
If the two permittivities were equal, the bounds would meet. They use the porosity and nothing else about the structure, not even isotropy. For an isotropic medium the tighter Hashin--Shtrikman bounds, quoted here without proof, follow from $1/(k_{\rm e}+2k_0)=\overline{1/(k+2k_0)}$ with $k_0$ the smallest or the largest permittivity present; they give $1.722\le k_{\rm e}\le1.834$. $S_2$ adds the length scale and the local scatter. In a 20 nm cube the arithmetic mean of $k$ scatters by $(2.9-1)\times0.0123=0.023$.

To place the model between its bounds, the electrostatic equation was solved by a finite-volume method in five simulated cells of side 9.6 nm, each also with pore and solid exchanged. Voxels of 0.2 nm gave $k_{\rm e}=1.772$, with a standard error of 0.005 from the choice of fields. Sampling the same fields with 0.4 nm voxels gave 1.754. The change of 0.018 exceeds the sampling error, so the grid limits the accuracy. Halving the voxel again to 0.1 nm raises the value by roughly a further 0.009, which points to a limit near 1.79, and the result is best read as about 1.8.

\section{Beside a real film}

The parameters are rough values for a porous organosilicate film, with half porosity at the high end for such materials. The cut at zero fixes the porosity at one half, which a real film need not have. A porosity of 0.40 requires pore to mean $Y>t$ with $t=0.2533$. Numerical integration of the bivariate Gaussian density, at the same $\ell$, then gives $S_2(1.2\ \mathrm{nm})=0.210$ instead of 0.303. The layer argument applied along a line gives a crossing density proportional to $p(t)$, so it changes by the factor $e^{-t^2/2}=0.968$; the simulated lines gave 0.966. The interface thus changes by 3 percent, while the permittivity bounds move to 1.648 and 2.140.

Water taken up by the pores also raises the permittivity. If it fills one percent of the film volume and is given the rough bulk permittivity 80, the bounds at half porosity become 1.509 and 2.740. The upper bound rises by 0.79, but it is reached only if water, empty pore and skeleton all run as unbroken columns along the field, which an isotropic film does not have. Water in layers about a nanometre thick can also have a permittivity far below 80. How much the permittivity actually rises depends on where the water sits, which the bounds do not tell. For an isotropic film the Hashin--Shtrikman upper bound with this water is 2.48. Placed as isolated pockets inside the pores, one percent of water raises $k_{\rm e}$ by only about 0.05 on 0.2 nm voxels, against about 0.20 for the change of porosity from 0.50 to 0.40. Spread evenly over the pore wall it would be $0.01/s=0.013$ nm thick, far less than one molecule, where a bulk permittivity has no meaning.

Atoms also set a smallest meaningful distance. With $x=r/\ell$, matching $\cos\alpha=e^{-x^2/2}$ through fourth order gives $\alpha^2=x^2-x^4/6$, hence $\alpha\simeq x(1-x^2/12)$. A surface inferred from the drop of $S_2$ over 0.3 nm, where $x=0.375$, is therefore 1.2 percent below the value from the slope at zero distance. For these numbers this is smaller than the 3 percent by which the porosity shift changes the surface.
